\section*{Random molecular orientation does not remove a liquid's surface potential step}

\section{The decision}

A first-principles calculation of a wetted surface gives its energy levels relative to some average electrostatic potential inside the cell. If the cell contains no vacuum region, one way to quote them relative to vacuum is to assign a value to the mean potential in the liquid region. A tempting choice is zero: if the molecules point in random directions there is no dipole layer, so the liquid should sit at the vacuum potential. The molecule below shows that this choice can be wrong by volts.

The surface is planar, the liquid fills the side of negative $z$, and the outward normal is $+z$. A bar denotes an average over the surface plane and over liquid configurations. The potential $\phi$ is that felt by a positive test charge, and
\[
\Delta\phi=\phi(\text{deep in the liquid})-\phi(\text{vacuum}).
\]

\section{A counter-example}

Take a bent molecule with a heavy core of charge $+6e$ at the origin and two light cores of charge $+e$ at $(\pm0.08,\,0,\,0.06)$ nm, each $0.10$ nm from the heavy one. Eight valence electrons form spherical Gaussian clouds of width $\sigma=0.04$ nm per Cartesian direction: $-6.8e$ on the heavy site and $-0.6e$ on each light site. The molecule is neutral. Its dipole is $p=2(0.4e)(0.06\ \text{nm})=0.048\,e\,$nm, or $2.31$ D. The bulk number density is $n_b=33$ nm$^{-3}$.

Let the heavy sites have number density $n(z)$, and let every orientation about the heavy site be equally likely at every depth, including the surface layer. The mean dipole density is then zero everywhere.

Poisson's equation is $\phi''=-\bar\rho/\varepsilon_0$. With $\phi=\phi'=0$ in vacuum its solution is
\begin{equation}
\phi(z)=-\frac1{\varepsilon_0}\int_z^\infty (z'-z)\,\bar\rho(z')\,dz' .
\label{eq:poisson}
\end{equation}
Differentiating once gives $\phi'=\varepsilon_0^{-1}\int_z^\infty\bar\rho\,dz'$, and once more gives Poisson's equation.

Consider a piece of molecular charge $q$ displaced by $s$ along the normal from its heavy site. All such pieces together have density $q\,n(z-s)$. Substituting $t=z'-s$, their contribution to the integral is
\[
q\int_z^\infty(z'-z)\,n(z'-s)\,dz'
=q\int_{z-s}^\infty\bigl(t-(z-s)\bigr)n(t)\,dt=q\,F(z-s),
\]
where $F(z)=\int_z^\infty(t-z)n(t)\,dt$, so that $F''(z)=n(z)$. Deep inside, $n=n_b$ over the whole width of a molecule, so $F$ is a quadratic there and its expansion stops:
\[
F(z-s)=F(z)-s\,F'(z)+\tfrac12 s^2 n_b .
\]
The Gaussian tails that reach beyond the uniform region carry an exponentially small charge. Now sum over the charge of the molecule and average over orientation. The first term vanishes because $\sum q=0$, and the second because $\langle s\rangle=0$. The third survives. For a piece at distance $r$ from the heavy site, the three Cartesian components have equal mean squares that add up to $r^2$, so $\langle s^2\rangle=r^2/3$. Hence
\begin{equation}
\Delta\phi=-\frac{n_b\Theta}{6\varepsilon_0},\qquad
\Theta=\int r^2\rho_{\rm mol}(\mathbf r)\,d^3r .
\label{eq:step}
\end{equation}

A spherical Gaussian centred at $\mathbf R$ has mean square distance $R^2+3\sigma^2$ from the origin, since the cross term averages to zero. The heavy core contributes nothing, and in units of $e\,$nm$^2$
\begin{align*}
\Theta&=\underbrace{2(0.01)}_{\text{light cores}}
-\underbrace{6.8(0.0048)}_{\text{heavy cloud}}
-\underbrace{1.2(0.01+0.0048)}_{\text{light clouds}}\\
&=0.02000-0.03264-0.01776=-0.0304 .
\end{align*}
With $e/\varepsilon_0=18.095$ V\,nm,
\[
\Delta\phi=-\frac{18.095\times33\times(-0.0304)}{6}\ \text{V}=+3.03\ \text{V}.
\]
The electrons lie on average farther out than the positive charge, which makes $\Theta$ negative and the interior positive.

The profile $n(z)$ has dropped out. As a test, $\bar\rho$ was built by summing over orientations and Poisson's equation was integrated numerically for three profiles: $\tfrac12n_b\,\mathrm{erfc}(z/w)$ with $w=0.05$ nm and with $w=0.20$ nm, and a layered profile with $w=0.10$ nm multiplied by $1+0.4\cos(2\pi z/0.3)\,e^{-(z/0.5)^2}$, lengths in nm. All three gave $3.02551$ V, the value of Eq.~\eqref{eq:step}.

\section{The same outside field, another step}

Shrink every electron cloud to a point on its site. A spherical charge acts outside itself like a point charge, so the field outside the molecule is unchanged. A Gaussian has no sharp edge, so ``outside'' means several $\sigma$ from every site: on the symmetry axis behind the heavy site the two potentials differ by $0.22$ V at $0.12$ nm and by less than $0.001$ V at $0.18$ nm. At the point $(0.5,0.3,0.6)$ nm both versions give $0.07395$ V. The second moment does change:
\[
\Theta=2(0.4)(0.01)=+0.008\ e\,\text{nm}^2,\qquad \Delta\phi=-0.80\ \text{V}.
\]
For a general cloud width, $\Theta=0.008-24\sigma^2$ in these units. It passes through zero between the two cases, so a vanishing step is possible, but random orientation does not enforce it. A point-charge force field and an electronic-structure calculation can thus agree on the field outside each molecule and still disagree on the mean potential of the liquid.

\section{The general statement}

Let the molecules be neutral, with the same mean charge density $\rho_{\rm mol}(\mathbf r)$ in their own frame at every depth and for every orientation. Let the unit vector $\mathbf k$ be the surface normal seen from that frame, and let $f(z,\mathbf k)$ be the density of molecular centres at depth $z$ per solid angle of $\mathbf k$. Orientation may be ordered near the surface, but in the bulk $f=n_b/4\pi$. Then
\begin{equation}
\boxed{\;\Delta\phi=-\frac1{\varepsilon_0}\left[\int P_z\,dz+\frac{n_b\Theta}{6}\right],\quad
P_z(z)=\int f(z,\mathbf k)\,\mathbf p\cdot\mathbf k\,d\Omega_k\;}
\label{eq:general}
\end{equation}
where $\mathbf p$ is the molecular dipole, and $\Theta$ and $P_z$ refer to the same molecular centre.

\emph{Proof.} A charge element at $\mathbf r$ is displaced by $s=\mathbf r\cdot\mathbf k$ along the normal. As before, the integral in Eq.~\eqref{eq:poisson} becomes
\[
\int d\Omega_k\int d^3r\,\rho_{\rm mol}(\mathbf r)\,F_{\mathbf k}(z-\mathbf r\cdot\mathbf k),
\qquad F_{\mathbf k}(z)=\int_z^\infty(t-z)f(t,\mathbf k)\,dt .
\]
Here $F_{\mathbf k}'(z)=-\int_z^\infty f\,dt$ and $F_{\mathbf k}''=f$. Deep inside $f=n_b/4\pi$, so
\[
F_{\mathbf k}(z-s)=F_{\mathbf k}(z)+s\int_z^\infty f(t,\mathbf k)\,dt+\frac{s^2}{2}\,\frac{n_b}{4\pi}.
\]
Integrate term by term over the molecule and over $\mathbf k$. Neutrality removes the first term. In the second, $\int\rho_{\rm mol}\,\mathbf r\cdot\mathbf k\,d^3r=\mathbf p\cdot\mathbf k$, which gives $\int_z^\infty P_z\,dt$; this no longer depends on $z$ in the bulk, where $P_z=0$. In the third, the average of $(\mathbf r\cdot\mathbf k)^2$ over directions is $r^2/3$, which gives $n_b\Theta/6$. Multiplication by $-1/\varepsilon_0$ gives Eq.~\eqref{eq:general}. $\square$

Correlations between molecules do not appear, because $\bar\rho$ needs only the one-molecule density $f$. The second-moment term is evaluated at the deep point $z$, so alignment confined to the surface can act only through the dipole. In the example with $w=0.05$ nm, a mean cosine $0.10\,e^{-(z/0.15\,\text{nm})^2}$ between dipole and normal adds $-0.38$ V and leaves a step of $2.64$ V. Replacing this polar order by up-down symmetric order, with $\langle(3\cos^2\theta-1)/2\rangle$ equal to the same function, leaves $3.03$ V.

\section{Random about which point?}

For a polar molecule, ``randomly oriented'' is incomplete until a centre is named. Moving the centre by $\mathbf a$ gives
\[
\Theta'=\int|\mathbf r-\mathbf a|^2\rho_{\rm mol}\,d^3r=\Theta-2\mathbf a\cdot\mathbf p,
\]
since the $a^2$ term multiplies zero total charge. For the midpoint of the light sites, $a=0.06$ nm along $\mathbf p$ and $\Theta'=-0.0304-2(0.06)(0.048)=-0.03616\ e\,$nm$^2$. A liquid isotropic about that midpoint at every depth has a step of $3.60$ V. It is a physically different surface.

The original surface, merely described from the midpoint, must keep its step. Its midpoints have density $n(z-\mathbf a\cdot\mathbf k)/4\pi$ per solid angle. From a deep point $z_0$ outward,
\[
\int_{z_0}^\infty n(z-\mathbf a\cdot\mathbf k)\,dz=\int_{z_0}^\infty n(z)\,dz+n_b\,\mathbf a\cdot\mathbf k .
\]
Multiply by $\mathbf p\cdot\mathbf k$ and average over directions. The first term vanishes, and the second leaves $\int P_z'\,dz=n_b\,\mathbf a\cdot\mathbf p/3$. This cancels the change $-n_b\,\mathbf a\cdot\mathbf p/3$ in $n_b\Theta'/6$. In numbers, $3.60-0.57=3.03$ V.

\section{Where the three volts are}

Average the potential of one molecule over rotations about its centre and call the result $v(r)$. Its source is a neutral spherical charge, so by Gauss's law $v=0$ outside that charge. Since $\nabla^2r^2=6$, integrating by parts twice, with no boundary terms because $v$ vanishes outside, gives
\[
6\int v\,d^3r=\int v\,\nabla^2r^2\,d^3r=\int r^2\,\nabla^2v\,d^3r=-\frac{\Theta}{\varepsilon_0}.
\]
Hence $n_b\int v\,d^3r$ equals the step in Eq.~\eqref{eq:step}. For the example, $v$ is $30.6$ V at $0.05$ nm from the heavy site, $3.97$ V at $0.10$ nm and $0.007$ V at $0.20$ nm. The step is a volume average dominated by the high potential inside molecules.

An ion in a cavity does not sample those interiors. If all the molecules, including those at the liquid's surface, stay isotropic about their centres in its presence, and their charge does not reach the ion's position, their mean potential there is the vacuum value. A real ion orients its neighbours, and that response is a separate contribution. The $3.03$ V is therefore not an ion's energy of transfer per unit charge.

\section{Consequences for a calculation}

The mean potential also depends on how cores are represented. Spreading the heavy core into a Gaussian of width $\sigma_c=0.02$ nm, with the electrons held fixed, adds $3q\sigma_c^2=0.0072\ e\,$nm$^2$ to $\Theta$ and lowers the step to $2.31$ V. The part of the point-core potential removed by the smearing is $q\,\mathrm{erfc}(r/\sqrt2\sigma_c)/(4\pi\varepsilon_0r)$. With $x=r/\sqrt2\sigma_c$ its volume average is
\[
\frac{n_bq}{\varepsilon_0}\int_0^\infty r\,\mathrm{erfc}\!\left(\frac{r}{\sqrt2\sigma_c}\right)dr
=\frac{2n_bq\sigma_c^2}{\varepsilon_0}\int_0^\infty x\,\mathrm{erfc}\,x\,dx
=\frac{n_bq\sigma_c^2}{2\varepsilon_0},
\]
because one integration by parts turns the last integral into $\pi^{-1/2}\int_0^\infty x^2e^{-x^2}dx=1/4$. This is $0.72$ V, the amount lost. Averages from different core treatments must not be compared unless the short-range parts are included consistently.

To refer levels to vacuum, one can compute the step in a separate liquid slab with vacuum on both sides and a bulk-like middle, using the same electronic-structure method, density and core treatment. The original cell must also contain a bulk-like liquid region in which to take the mean potential. Electron levels measured from the mean electron potential energy $-e\phi$ in the liquid are then referred to vacuum by adding $-e\Delta\phi$, because $\phi$ is defined for a positive charge. A positive step lowers them. Equation~\eqref{eq:general} does not describe the contact with an electrode, where the charge density is not a sum of fixed molecular densities.

The density, bond length and dipole chosen here are in the rough range of liquid water, which has about 33 molecules per nm$^3$. The cloud width is a round choice, and the result is sensitive to it: $5\%$ wider clouds add $0.39$ V. Moving $0.1$ electron from each light site to the heavy one, at fixed widths, changes the step by $-0.20$ V. A density $2\%$ higher adds $0.06$ V, and an omitted 1s pair, taken as hydrogenic with nuclear charge 8, adds about $0.03$ V. A real surface can also break the assumption of isotropy. In a layer $0.3$ nm thick at bulk density, each $0.01$ of outward mean cosine lowers the step by $0.09$ V, and a mean cosine of $0.35$ would cancel it. The $3$ V is thus a property of this model and not a prediction for water. The numerical output lists the values used.

\section*{Table of computed values}
\begin{verbatim}
e/epsilon_0: 18.0951 V nm
Bulk number density: 33.0 nm^-3
Heavy core charge: 6.0 e; each light core: 1.0 e
Light core 1 position x,y,z: 0.080, 0.000, 0.060 nm
Light core 2 position x,y,z: -0.080, 0.000, 0.060 nm
Heavy-to-light distance: 0.100 nm
Cloud charge on heavy site: -6.80 e
Cloud charge on each light site: -0.60 e
Gaussian cloud width: 0.040 nm
Smeared heavy-core width: 0.020 nm
Molecular dipole: 0.0480 e nm
Molecular dipole, converted: 2.306 D
Second moment about heavy site, formula: -0.030400 e nm^2
Second moment about heavy site, 3D grid: -0.030400 e nm^2
Second moment, converted: -4.8706e-39 C m^2
Potential step from moment: 3.02551 V
Poisson step, narrow density profile: 3.02551 V
Poisson step, wide density profile: 3.02551 V
Poisson step, layered density profile: 3.02551 V
full clouds: moment -0.030400 e nm^2
full clouds: Poisson step 3.02551 V
smeared heavy core: moment -0.023200 e nm^2
smeared heavy core: Poisson step 2.30894 V
point sites: moment 0.008000 e nm^2
point sites: Poisson step -0.79619 V
Outside probe position x,y,z: 0.5, 0.3, 0.6 nm
Outside potential, full clouds: 0.073953 V
Outside potential, point sites: 0.073953 V
Average restored by short-range core potential: 0.71657 V
Peak mean cosine in surface-order test: 0.10
Added dipole step in that test: -0.38102 V
Total Poisson step in that test: 2.64448 V
Poisson step with surface axial order only: 3.02551 V
Light-site midpoint distance from heavy site: 0.06000 nm
Second moment about midpoint: -0.036160 e nm^2
Step if isotropic about midpoint: 3.59876 V
Mass-centre distance from heavy site: 0.00667 nm
Step if isotropic about mass centre: 3.08920 V
Original surface seen from midpoint, dipole part: -0.57325 V
Original surface seen from midpoint, total: 3.02551 V
Orientation-averaged potential at 0.05 nm: 30.55917 V
Orientation-averaged potential at 0.10 nm: 3.97349 V
Orientation-averaged potential at 0.20 nm: 0.00695 V
Its magnitude at 0.40 nm: 0.00000000 V
Density times its volume integral: 3.02551 V
Surface layer thickness for estimates: 0.30 nm
Step magnitude for full layer alignment: 8.599 V
Step magnitude per 0.01 mean cosine: 0.0860 V
Outward mean cosine that cancels step: 0.3519
Step change for 2 percent higher density: 0.0605 V
Step change for 5 percent wider clouds: 0.3917 V
Step change, 0.1 electron moved from each light site: -0.1990 V
Step added by hydrogenic 1s pair, Z=8: 0.0261 V
\end{verbatim}
